# Exact range-separated density functional theory, with Hooke's atom as example, part 1

(Sections cited here and not found follow in the later parts.)

## 1. The physical situation

Two electrons in a molecule feel their repulsion \(1/r\) at two kinds of distance. When electrons of opposite spin approach closely, the singularity of \(1/r\) forces a kink into the wavefunction at \(r=0\), and a sum of smooth orbital products reproduces a kink only slowly. When they are far apart, as in a stretched bond, they avoid each other by sitting on different atoms; the wavefunction is smooth but, as a spin singlet, needs more than one determinant. Kohn–Sham theory removes the whole interaction from the wavefunction and puts it into a density functional, so both kinds of correlation rest on the functional. Wavefunction theory keeps the whole interaction and pays for the kink. This raises the question whether the smooth long-range part of the repulsion can be left in the wavefunction and the singular short-range part given to a density functional, with no double counting and with the exact energy as the result. Savin's scheme does this.

Hartree atomic units are used. There are \(N\) electrons, \(\hat T=-\tfrac12\sum_i\nabla_i^2\), \(\hat V=\sum_i v(\mathbf r_i)\), \(\hat W=\sum_{i<j}1/r_{ij}\). Wavefunctions are normalised and antisymmetric, \(n_\Psi\) is the density of \(\Psi\), and \(\langle\Psi|\hat V|\Psi\rangle=\int v\,n_\Psi\,d^3r\). The ground-state energy of \(\hat T+\hat V+\hat W\) is \(E_0\), its ground state \(\Psi\), its density \(n_0\).

## 2. Splitting the interaction

With \(\operatorname{erf}x=\frac{2}{\sqrt\pi}\int_0^x e^{-s^2}ds\) and \(\operatorname{erfc}=1-\operatorname{erf}\),
\[
\frac1r=w^{\rm lr}_\mu(r)+w^{\rm sr}_\mu(r),\qquad w^{\rm lr}_\mu=\frac{\operatorname{erf}(\mu r)}{r},\qquad w^{\rm sr}_\mu=\frac{\operatorname{erfc}(\mu r)}{r}. \tag{1}
\]
The parameter \(\mu\ge0\) is an inverse length, and \(1/\mu\) sets the scale of distance over which the two parts trade places; they are equal where \(\operatorname{erf}(\mu r)=\tfrac12\), at \(r\approx0.48/\mu\). The pair sums are \(\hat W^{\rm lr}_\mu\) and \(\hat W^{\rm sr}_\mu\). Substituting \(s=\nu r\) in the definition of erf gives
\[
w^{\rm lr}_\mu(r)=\frac{2}{\sqrt\pi}\int_0^\mu e^{-\nu^2r^2}d\nu,\qquad \frac{\partial w^{\rm lr}_\mu}{\partial\mu}=\frac{2}{\sqrt\pi}e^{-\mu^2r^2}>0. \tag{2}
\]
Four properties follow.

First, the integrand lies between 0 and 1, so \(0\le w^{\rm lr}_\mu\le 2\mu/\sqrt\pi\): the long-range interaction is bounded, vanishes uniformly as \(\mu\to0\), and rises with \(\mu\) at every \(r\) towards \(1/r\).

Second, \(1-a\le e^{-a}\le1-a+a^2/2\) for all \(a\ge0\). Putting \(a=\nu^2r^2\) and integrating over \(\nu\),
\[
w^{\rm lr}_\mu=\frac{2\mu}{\sqrt\pi}-\frac{2\mu^3r^2}{3\sqrt\pi}+\rho,\qquad 0\le\rho\le\frac{\mu^5r^4}{5\sqrt\pi}. \tag{3}
\]

Third, the Fourier transform of \(e^{-\nu^2r^2}\) is \((\pi/\nu^2)^{3/2}e^{-k^2/4\nu^2}\). Hence \(\tilde w^{\rm lr}_\mu(k)=2\pi\int_0^\mu\nu^{-3}e^{-k^2/4\nu^2}d\nu\), and with \(s=k^2/4\nu^2\), \(ds=-k^2d\nu/(2\nu^3)\),
\[
\tilde w^{\rm lr}_\mu(k)=\frac{4\pi}{k^2}\int_{k^2/4\mu^2}^\infty e^{-s}ds=\frac{4\pi}{k^2}e^{-k^2/4\mu^2}. \tag{4}
\]
The long-range part keeps the Coulomb components with \(k\lesssim2\mu\).

Fourth, with \(y=\mu r\) and one integration by parts, \(\int_0^\infty y\operatorname{erfc}y\,dy=\frac1{\sqrt\pi}\int_0^\infty y^2e^{-y^2}dy=\frac14\), so
\[
\int w^{\rm sr}_\mu\,d^3r=\frac{4\pi}{\mu^2}\cdot\frac14=\frac{\pi}{\mu^2}. \tag{5}
\]

## 3. The exact variational principle

The constrained search defines, for every density \(n\) of \(N\) electrons with finite kinetic energy,
\[
F^\mu[n]=\min_{\Psi'\to n}\langle\Psi'|\hat T+\hat W^{\rm lr}_\mu|\Psi'\rangle,\qquad F[n]=\min_{\Psi'\to n}\langle\Psi'|\hat T+\hat W|\Psi'\rangle,
\]
where \(\Psi'\to n\) runs over all antisymmetric wavefunctions with density \(n\). A minimiser of the first search is called \(\Psi^\mu[n]\). That the minimum is attained for every such \(n\) is a theorem of functional analysis that is not proved here. Without it, the inequalities below and (7) hold with each minimum read as an infimum, since a wavefunction with density \(n_0\) can be chosen arbitrarily close in energy to \(F^\mu[n_0]\); under Assumption A, part 4 exhibits the minimiser at \(n_0\) as a ground state. Neither functional refers to \(v\). The short-range functional is defined as the complement,
\[
E^{\rm sr}_\mu[n]=F[n]-F^\mu[n]. \tag{6}
\]
This is a difference of two minima taken over different minimisers. It is not the expectation value of \(\hat W^{\rm sr}_\mu\) in either of them; it also contains a difference of kinetic energies and of long-range repulsions.

Define, for any wavefunction \(\Psi'\),
\[
\mathcal J_\mu[\Psi']=\langle\Psi'|\hat T+\hat V+\hat W^{\rm lr}_\mu|\Psi'\rangle+E^{\rm sr}_\mu[n_{\Psi'}].
\]
Write \(n'=n_{\Psi'}\). Since \(\Psi'\) is one of the competitors in the search for \(F^\mu[n']\), \(\langle\Psi'|\hat T+\hat W^{\rm lr}_\mu|\Psi'\rangle\ge F^\mu[n']\). Adding \(\int vn'\) and (6), the two \(F^\mu\) cancel:
\[
\mathcal J_\mu[\Psi']\ \ge\ F[n']+\int v\,n'\ \ge\ E_0 .
\]
The second inequality is the Rayleigh–Ritz principle for the physical Hamiltonian: \(F[n']+\int vn'\) is the lowest energy among wavefunctions with density \(n'\). The first inequality is an equality exactly when \(\Psi'\) is a minimiser of the search for \(F^\mu[n']\), of which there may be more than one, the second exactly when \(n'\) is a ground-state density. Therefore, for every \(\mu\),
\[
E_0=\min_{\Psi'}\Big\{\langle\Psi'|\hat T+\hat V+\hat W^{\rm lr}_\mu|\Psi'\rangle+E^{\rm sr}_\mu[n_{\Psi'}]\Big\}, \tag{7}
\]
and every minimiser has a ground-state density of the physical system. A minimiser with the density \(n_0\) is written \(\Psi^\mu=\Psi^\mu[n_0]\); if the physical ground state is non-degenerate, \(n_0\) is the only density that occurs. Nothing is counted twice, because \(E^{\rm sr}_\mu\) is by definition what \(F^\mu\) lacks. No smoothness and no non-degeneracy has been used. The result belongs to generalized Kohn–Sham theory: a model system keeps part of the interaction and a functional of the density supplies the remainder, the model wavefunction here being unrestricted. The lower bound \(\mathcal J_\mu\ge E_0\) holds for the exact \(E^{\rm sr}_\mu\) only; an approximate functional can give energies below \(E_0\).

## 4. The model Hamiltonian

Let \(\mathcal E^\mu[u]\) be the ground-state energy of \(\hat T+\hat W^{\rm lr}_\mu+\hat U\) with \(\hat U=\sum_iu(\mathbf r_i)\). For any \(\Psi'\to n\), Rayleigh–Ritz gives \(\langle\hat T+\hat W^{\rm lr}_\mu\rangle+\int un\ge\mathcal E^\mu[u]\). Minimising the left side over \(\Psi'\to n\),
\[
F^\mu[n]\ \ge\ \mathcal E^\mu[u]-\int u\,n\quad\text{for every }u. \tag{8}
\]

**Assumption A.** The density \(n_0\) is the density of a non-degenerate ground state of \(\hat T+\hat W^{\rm lr}_\mu+\hat V^\mu\) for some local potential \(v^\mu\), and \(F^\mu\) and \(F\) are differentiable at \(n_0\) along variations \(\delta n\) that keep \(N\) fixed and leave \(n_0\pm\epsilon\,\delta n\) non-negative with finite kinetic energy for small \(\epsilon\).

Under A, that ground state has density \(n_0\) and \(\langle\hat T+\hat W^{\rm lr}_\mu\rangle=\mathcal E^\mu[v^\mu]-\int v^\mu n_0\), which is the lower bound (8). It is therefore the minimiser \(\Psi^\mu\), and (8) is an equality at \(u=v^\mu\):
\[
F^\mu[n_0]=\max_u\Big\{\mathcal E^\mu[u]-\int u\,n_0\Big\}. \tag{9}
\]
This is the Lieb maximisation. The bracket is concave in \(u\), because \(\mathcal E^\mu[u]\) is a minimum over \(\Psi'\) of expressions linear in \(u\), and by the Hellmann–Feynman theorem its derivative is \(n_u-n_0\), which vanishes when the ground-state density \(n_u\) equals the target.

Equation (8) with \(u=v^\mu\) says that \(F^\mu[n]+\int v^\mu n\) is smallest at \(n_0\) among densities with \(\int n=N\). Differentiability then gives \(\delta F^\mu/\delta n=-v^\mu+\text{const}\), and in the same way \(\delta F/\delta n=-v+\text{const}\). Subtracting according to (6),
\[
v^{\rm sr}_\mu(\mathbf r)\equiv\frac{\delta E^{\rm sr}_\mu}{\delta n(\mathbf r)}\bigg|_{n_0}=v^\mu(\mathbf r)-v(\mathbf r)+\text{const}. \tag{10}
\]
The constant is free because only variations with \(\int\delta n=0\) are defined. The same potential appears when (7) is varied directly. Under \(\Psi^\mu\to\Psi^\mu+\delta\Psi\) the density changes by \(\delta n(\mathbf r)=\langle\delta\Psi|\hat n(\mathbf r)|\Psi^\mu\rangle+\text{c.c.}\), so \(\delta E^{\rm sr}_\mu=\int v^{\rm sr}_\mu\delta n=\langle\delta\Psi|\hat V^{\rm sr}_\mu|\Psi^\mu\rangle+\text{c.c.}\) With a multiplier \(\mathcal E^\mu\) for the norm, stationarity gives
\[
\big(\hat T+\hat W^{\rm lr}_\mu+\hat V+\hat V^{\rm sr}_\mu\big)\Psi^\mu=\mathcal E^\mu\Psi^\mu. \tag{11}
\]
This is an \(N\)-electron Schrödinger equation with a bounded, smooth interaction, to be solved self-consistently since \(v^{\rm sr}_\mu\) depends on the density. Taking the expectation value of (11) and inserting it in (7),
\[
E_0=\mathcal E^\mu+E^{\rm sr}_\mu[n_0]-\int v^{\rm sr}_\mu\,n_0 . \tag{12}
\]
A constant \(c\) added to \(v^{\rm sr}_\mu\) adds \(Nc\) to both \(\mathcal E^\mu\) and the last integral, so \(E_0\) is unaffected, while \(\mathcal E^\mu\) alone has no meaning until the constant is fixed.

Assumption A can fail. A density that comes from a degenerate ground state, or only from a mixture of degenerate ground states of the model, is not covered, although (7) still holds. In the first case the argument from (8) still makes that ground state a minimiser, and it satisfies (11) with \(v+v^{\rm sr}_\mu\) read as \(v^\mu\). In the second case no single ground state of the model has the density \(n_0\), and (11) must be replaced by an ensemble statement. Whether A holds has to be asked separately at each \(\mu\).

## 5. Bounds and the adiabatic connection

From here on the density is fixed at \(n_0\) and the argument is dropped. Both \(\Psi\) and \(\Psi^\mu\) have this density, so each is a trial function in the other's search. Using \(\Psi^\mu\) in \(F\), and \(\hat W=\hat W^{\rm lr}_\mu+\hat W^{\rm sr}_\mu\), gives \(F\le F^\mu+\langle\Psi^\mu|\hat W^{\rm sr}_\mu|\Psi^\mu\rangle\). Using \(\Psi\) in \(F^\mu\) gives \(F^\mu\le F-\langle\Psi|\hat W^{\rm sr}_\mu|\Psi\rangle\). Together,
\[
0\le\langle\Psi|\hat W^{\rm sr}_\mu|\Psi\rangle\ \le\ E^{\rm sr}_\mu\ \le\ \langle\Psi^\mu|\hat W^{\rm sr}_\mu|\Psi^\mu\rangle. \tag{13}
\]
For \(\mu_1<\mu_2\), the trial function \(\Psi^{\mu_2}\) and the pointwise inequality \(w^{\rm lr}_{\mu_1}<w^{\rm lr}_{\mu_2}\) give \(F^{\mu_1}<F^{\mu_2}\) for \(N\ge2\). So \(F^\mu\) rises and \(E^{\rm sr}_\mu\) falls strictly with \(\mu\).

Suppose now that A holds on a range of \(\mu\) with \(\Psi^\mu\) and \(v^\mu\) differentiable in \(\mu\). The Hellmann–Feynman theorem for (11) reads \(d\mathcal E^\mu/d\mu=\langle\partial_\mu\hat W^{\rm lr}_\mu\rangle+\int(\partial_\mu v^\mu)n_0\). On the other hand \(\mathcal E^\mu=F^\mu+\int v^\mu n_0\) with \(n_0\) independent of \(\mu\), so \(d\mathcal E^\mu/d\mu=dF^\mu/d\mu+\int(\partial_\mu v^\mu)n_0\). The potential terms cancel:
\[
\frac{dF^\mu}{d\mu}=\frac{2}{\sqrt\pi}\Big\langle\Psi^\mu\Big|\sum_{i<j}e^{-\mu^2r_{ij}^2}\Big|\Psi^\mu\Big\rangle\equiv D(\mu). \tag{14}
\]
Part 8 shows \(F^\nu\to F\) as \(\nu\to\infty\), so integrating (14) from \(\mu\) upward gives
\[
E^{\rm sr}_\mu=\int_\mu^\infty D(\nu)\,d\nu. \tag{15}
\]
The short-range functional is thus built from the probability of finding a pair within a distance of order \(1/\nu\le1/\mu\), in each of the model systems between \(\mu\) and the physical one.

## 6. The limit \(\mu\to0\): Kohn–Sham theory

At \(\mu=0\) the interaction vanishes identically, so \(F^0=\min_{\Psi'\to n}\langle\hat T\rangle\equiv T_s\) and \(E^{\rm sr}_0=F-T_s\), which is the definition of the Hartree–exchange–correlation functional \(E_{\rm Hxc}\). Equation (11) becomes \(\sum_i\hat h_i\Phi=\mathcal E^0\Phi\) with \(\hat h=-\tfrac12\nabla^2+v_s\), \(v_s=v+v_{\rm Hxc}\). The operator is a sum of one-electron operators, so determinants of the eigenfunctions of \(\hat h\varphi_a=\varepsilon_a\varphi_a\) form a complete set of its eigenstates, with energies \(\sum\varepsilon_a\). If A holds at \(\mu=0\), the ground state is non-degenerate and must be the single determinant \(\Phi\) of the \(N\) lowest spin-orbitals. Equation (12) turns into \(E_0=\sum_a\varepsilon_a+E_{\rm Hxc}-\int v_{\rm Hxc}n_0\). These are the Kohn–Sham equations. If the highest level is degenerate and partly filled, \(\Psi^0\) can be a combination of determinants; the statement that \(\mu=0\) gives one determinant carries this condition.

The limit is continuous. Since \(\hat W^{\rm lr}_\mu\ge0\), \(F^\mu\ge T^\mu\ge T_s\), where \(T^\mu=\langle\Psi^\mu|\hat T|\Psi^\mu\rangle\). Using \(\Phi\) as trial function, with \(N(N-1)/2\) pairs each bounded by \(2\mu/\sqrt\pi\),
\[
0\le F^\mu-T_s\le\frac{N(N-1)\mu}{\sqrt\pi}. \tag{16}
\]
The wavefunction converges too. Let \(\Delta_s>0\) be the gap above the Kohn–Sham ground state. Expanding \(\Psi^\mu\) in eigenstates of \(\hat H_s=\hat T+\hat V_s\) gives \(\langle\hat H_s\rangle-\mathcal E^0\ge\Delta_s(1-|\langle\Phi|\Psi^\mu\rangle|^2)\). The left side equals \(T^\mu-T_s\) because the densities agree, and this is at most the right side of (16). So \(1-|\langle\Phi|\Psi^\mu\rangle|^2\to0\).

This part has established the exact variational principle for the split interaction, the model Schrödinger equation under Assumption A, and the continuous passage to Kohn–Sham theory as \(\mu\to0\). What remains is to separate Hartree–exchange from correlation, to treat small and large \(\mu\), and to test the results on an example.
